# Fermi-Level Shift of Graphene on a Metal at Fixed Gap

## What the work-function difference gets wrong

A contact model needs the position of the Fermi level in the graphene under the metal. The shortest estimate sets the shift equal to the work-function difference $W_G-W_M$. Take model graphene with $W_G=4.5$ eV on a model metal with $W_M=5.0$ eV. The estimate puts the Fermi level 0.5 eV below the Dirac point, which means strong hole doping. With the interface parameters used below, the balance derived here puts it 0.23 eV above the Dirac point, which means electron doping.

Two things are missing from the estimate. The charge transferred between metal and graphene builds a potential step across the gap, and this step takes up part of the energy difference that the estimate assigns entirely to the shift. There is also a short-range potential step at the interface, present even at zero net transfer, which can reverse the sign of the doping.

## Result and conventions

Let $E_F$ be the common Fermi level and $E_D$ the Dirac-point energy. The shift is

$$x=E_F-E_D ,$$

positive for electron doping. The excess electron density of graphene per area is $n$, negative for holes. The elementary charge $e$ is positive. With

$$\Phi=W_G+\Delta_c-W_M,\qquad E_0=\frac{\pi(\hbar v)^2\varepsilon_0}{e^2d}, \tag{1}$$

the result is

$$x=\operatorname{sgn}(\Phi)\,\frac{E_0}{2}\left[\sqrt{1+\frac{4|\Phi|}{E_0}}-1\right]. \tag{2}$$

Here $v$ is the Dirac velocity and $d$ is the distance between the centroids of the transferred charges. The short-range step $\Delta_c$ is positive if, at zero net transfer, the interface lowers the electron potential energy on going from metal to graphene.

The model assumes the following:

- The metal is an electron reservoir with a fixed Fermi level.
- Graphene is bonded weakly enough to keep its Dirac cone. It is a thin sheet, and its Dirac point stays $W_G$ below the vacuum level just outside it.
- The charge is uniform along the interface, the gap has permittivity $\varepsilon_0$, and no gate or other charged layer is present.
- The temperature is zero; thermal corrections are derived below.

Both $d$ and $\Delta_c$ are inputs, evaluated at the equilibrium gap of the contacted system. The balance does not predict that gap.

## Charge stored in the Dirac cone

In the nearest-neighbour honeycomb model, with hopping $t$ and lattice constant $a$, the bands are $E=\pm t|f|$, where

$$f(\mathbf k)=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2},\qquad \mathbf a_{1,2}=a\left(\pm\tfrac12,\tfrac{\sqrt3}{2}\right).$$

At $\mathbf K=(4\pi/3a,0)$ the two phases are $\pm2\pi/3$, so $f=1+2\cos(2\pi/3)=0$. For $\mathbf k=\mathbf K+\mathbf q$, the first-order expansion is

$$f\simeq i\mathbf q\cdot\left(\mathbf a_1e^{2\pi i/3}+\mathbf a_2e^{-2\pi i/3}\right)=\frac{\sqrt3a}{2}\,i\,(iq_x-q_y).$$

Therefore $|f|=\sqrt3aq/2$ and $|E|=\hbar vq$, with $\hbar v=\sqrt3at/2$.

Two spins and two valleys give a degeneracy of 4. Filling the upper cone up to $x>0$ occupies a disc of radius $k_F=x/\hbar v$ in each valley:

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}=\frac{x^2}{\pi(\hbar v)^2}.$$

For $x<0$ the same disc is emptied in the lower cone. Both cases are contained in

$$n=\operatorname{sgn}(x)\frac{x^2}{\pi(\hbar v)^2},\qquad D(x)=\frac{dn}{dx}=\frac{2|x|}{\pi(\hbar v)^2}. \tag{3}$$

The density of states is linear in energy, so the stored charge is quadratic in the shift.

## Potential step across the gap

Let $z$ point from metal to graphene, and let $\nu(z)$ be the excess electron number density caused by the transfer. The charge density is $-e\nu$. Poisson's equation for the electrostatic potential $\varphi$ is $\varphi''=e\nu/\varepsilon_0$, so the electron potential energy $U=-e\varphi$ obeys

$$U''=-\frac{e^2}{\varepsilon_0}\nu .$$

The transferred charge is neutral in total, so $U'$ vanishes on both sides of the interface. Integration by parts then has no boundary term:

$$U(\infty)-U(-\infty)=\int U'\,dz=-\int zU''\,dz=\frac{e^2}{\varepsilon_0}\int z\nu\,dz .$$

Graphene contributes $+n$ at its centroid $z_G$ and the metal contributes $-n$ at its centroid $z_M$. Hence

$$U(\infty)-U(-\infty)=\frac{e^2nd}{\varepsilon_0},\qquad d=z_G-z_M. \tag{4}$$

The widths and shapes of the two distributions drop out of this total step. If the metal charge is centred a distance $\delta$ outside the metal plane and the graphene charge is centred on its atomic plane, then $d=d_{\rm eq}-\delta$, where $d_{\rm eq}$ is the equilibrium separation of the planes.

A numerical test used an asymmetric metal profile and a Gaussian graphene profile. For $n=10^{13}$ cm$^{-2}$ and $d=0.25$ nm, direct integration and equation (4) both give 0.452 eV.

The width of the graphene charge does enter the balance below once the thin-sheet assumption is dropped. If the excess charge has a normalized profile $\rho(z)$, the electrons feel the potential averaged over that profile. This average lies below the outer vacuum level by $e^2nw/\varepsilon_0$, with $w=\tfrac12\iint\rho(z)\rho(z')|z-z'|\,dz\,dz'$. The balance then contains $d-w$ in place of $d$. For an unscreened Slater-type carbon $2p_z$ profile, $w\approx0.04$ nm.

## Balance of the two energies

The vacuum level that belongs to the bare metal surface lies at $E_F+W_M$. The level just outside graphene lies at

$$E_D+W_G=E_F-x+W_G .$$

Their difference must equal the whole interface step, which consists of the short-range part $-\Delta_c$ and the transfer part (4):

$$W_G-x-W_M=-\Delta_c+\frac{e^2nd}{\varepsilon_0}.$$

Moving $x$ to the right and $-\Delta_c$ to the left gives

$$x+\frac{e^2nd}{\varepsilon_0}=W_G+\Delta_c-W_M=\Phi. \tag{5}$$

The drive $\Phi$ is thus divided between filling the cone and charging the gap. With (3) and the definition of $E_0$,

$$x+\operatorname{sgn}(x)\frac{x^2}{E_0}=\Phi. \tag{6}$$

The left side has derivative $1+2|x|/E_0>0$ and vanishes at $x=0$. There is therefore one real root, and it has the sign of $\Phi$. Writing $y=|x|$ turns (6) into

$$y^2+E_0y-E_0|\Phi|=0,\qquad y=\frac{-E_0\pm\sqrt{E_0^2+4E_0|\Phi|}}{2}.$$

Since $y\ge0$, the plus sign applies. Taking $E_0$ out of the root and restoring the sign gives (2).

The scale $E_0$ has a direct meaning. The ratio of the transfer step to the shift is $(x^2/E_0)/|x|=|x|/E_0$, so the two parts are equal when $|x|=E_0$, which happens at $|\Phi|=2E_0$.

The balance (5) also follows from energy if the transferred charges are treated as two thin sheets a distance $d$ apart. For spread charges the field energy depends on their widths as well, although the total step (4) does not, and the field term used here no longer applies. Before any transfer the metal and graphene have different Fermi levels; let $E_F$ here be that of the metal. The level alignment (5) with $n=0$ then gives $E_D-E_F=-\Phi$, so moving the first electron from the metal to the Dirac point costs $-\Phi$. Filling the cone costs $\int_0^{|x|}E\,D(E)\,dE=\tfrac23|x||n|$ per area, and the field stores $e^2n^2d/(2\varepsilon_0)$. Since $|x|=\sqrt\pi\,\hbar v|n|^{1/2}$,

$$F(n)=\frac23\sqrt\pi\,\hbar v|n|^{3/2}+\frac{e^2n^2d}{2\varepsilon_0}-\Phi n .$$

Its derivative is $x+e^2nd/\varepsilon_0-\Phi$, which vanishes at the balance (5). Both nonlinear terms are convex, so this stationary point is the minimum. Numerical minimization, with the band energy summed in $k$ space, agreed with (2) to within $10^{-5}$ eV for the three contacts treated below.

## Evaluation in code

For small $|\Phi|/E_0$ the bracket in (2) subtracts two nearly equal numbers. Let $S=\sqrt{1+4|\Phi|/E_0}$. Multiplying and dividing by $S+1$, and using $S^2-1=4|\Phi|/E_0$, gives

$$x=\frac{2\Phi}{1+\sqrt{1+4|\Phi|/E_0}}. \tag{7}$$

This form avoids the cancellation and needs no sign function.

In units of eV and nm, $\hbar v=0.6582$ eV nm for $v=10^6$ m/s, and $e^2/\varepsilon_0=18.095$ eV nm. The latter contains no factor $1/4\pi$, because (4) describes a planar capacitor. Densities come out in nm$^{-2}$; multiplication by $10^{14}$ gives cm$^{-2}$.

## Weak and strong drive

For $|\Phi|\ll E_0$, use $\sqrt{1+u}\simeq1+u/2-u^2/8$ with $u=4|\Phi|/E_0$:

$$x\simeq\Phi-\operatorname{sgn}(\Phi)\frac{\Phi^2}{E_0}.$$

Little charge is stored, and the Fermi level follows the drive almost one to one.

For $|\Phi|\gg E_0$, use $\sqrt{1+u}\simeq\sqrt u+1/(2\sqrt u)$:

$$|x|\simeq\sqrt{E_0|\Phi|}-\frac{E_0}{2}+\frac{E_0^{3/2}}{8\sqrt{|\Phi|}} .$$

Most of the drive now falls across the gap. This limit is usable only while $|x|$ stays in the linear part of the band.

For the example below, $E_0=0.30$ eV. At $\Phi=0.4$ eV the first two strong-drive terms give 0.20 eV instead of 0.23 eV, and the weak-drive expression is useless. The third strong-drive term brings the value back to 0.23 eV, but equation (7) is exact within the zero-temperature model and just as easy to evaluate.

## Sensitivity to the inputs

Differentiating (6) with respect to $\Phi$, and using $d(\operatorname{sgn}(x)x^2)/dx=2|x|$, gives

$$\frac{dx}{d\Phi}=\frac1{1+2|x|/E_0}=\frac{C_{\rm gap}}{C_{\rm gap}+C_Q}, \tag{8}$$

where $C_{\rm gap}=\varepsilon_0/d$ and $C_Q=e^2D(x)$ are capacitances per area. The second equality holds because $C_Q/C_{\rm gap}=e^2dD/\varepsilon_0=2|x|/E_0$. A small change of the drive is divided as in two capacitors in series, one of which depends on the shift. The whole drive is divided differently: by (6), the shift takes the fraction $x/\Phi=1/(1+|x|/E_0)$.

Since $1/E_0$ is proportional to $d$, differentiating (6) at fixed $\Phi$ gives

$$\left(\frac{\partial x}{\partial d}\right)_\Phi=-\operatorname{sgn}(x)\frac{x^2/(E_0d)}{1+2|x|/E_0}. \tag{9}$$

A real displacement of the graphene also changes $\Delta_c$. If $\delta$ and the work functions stay fixed,

$$\frac{dx}{dd_{\rm eq}}=\frac{d\Delta_c/dd_{\rm eq}-\operatorname{sgn}(x)x^2/(E_0d)}{1+2|x|/E_0}. \tag{10}$$

Code that scans the gap must update $\Delta_c$ as well as $d$.

## Worked example

The parameters are round model values: $W_G=4.5$ eV, $\Delta_c=0.9$ eV, $d_{\rm eq}=0.33$ nm and $\delta=0.08$ nm, so $d=0.25$ nm. This $\delta$ is illustrative and probably small for a real metal. In a jellium model at the density of aluminium, the induced charge is centred about 0.09 nm outside the jellium edge, and that edge lies about 0.12 nm outside the top (111) plane. This gives $\delta\approx0.2$ nm and $d\approx0.13$ nm, which would raise the shifts for metals A and B below to 0.59 and 0.27 eV. With $d=0.25$ nm,

$$E_0=\frac{\pi(0.6582)^2}{18.095\times0.25}\ \text{eV}=0.301\ \text{eV}.$$

For metal B, $W_M=5.0$ eV and $\Phi=4.5+0.9-5.0=0.4$ eV. Equation (2) gives

$$x=0.1505\left[\sqrt{1+\frac{1.6}{0.3009}}-1\right]\text{eV}=0.228\ \text{eV}.$$

The density is $n=0.2277^2/[\pi(0.6582)^2]$ nm$^{-2}$, or $3.8\times10^{12}$ cm$^{-2}$. The transfer step is 0.172 eV, and $0.228+0.172=0.400$ eV recovers the drive.

| Metal | $W_M$ (eV) | $\Phi$ (eV) | $x$ (eV) | $n$ ($10^{12}$ cm$^{-2}$) |
|---|---:|---:|---:|---:|
| A | 4.2 | +1.2 | +0.47 | +16.2 |
| B | 5.0 | +0.4 | +0.23 | +3.8 |
| C | 5.8 | −0.4 | −0.23 | −3.8 |

Doping changes sign at $W_M=W_G+\Delta_c=5.4$ eV. Metal B lies between $W_G$ and this neutral point, so it gives electrons to graphene although its work function is the larger one. Setting $\Delta_c=0$ would give $x=-0.27$ eV. Metals B and C lie equally far from the neutral point, and their shifts are opposite because (6) is odd.

The drive on A is three times that on B, yet its shift is only about twice as large. The capacitances show why: $C_{\rm gap}=3.54$ µF/cm$^2$ for both, while $C_Q$ rises from 5.4 µF/cm$^2$ for B to 11.0 µF/cm$^2$ for A. By (8), a small error in $\Delta_c$ enters $x$ with a factor of 0.40 for B and 0.24 for A.

At fixed $\Phi$, an increase of $d$ by 0.01 nm lowers $x$ by about 3 meV for B and 7 meV for A. Using the full plane separation of 0.33 nm in place of $d$ reduces $E_0$ to $0.3009\times0.25/0.33=0.228$ eV and the shift for B to 0.21 eV, about 8% below the value in the table.

The work function of the graphene-covered metal is $E_D+W_G-E_F=W_G-x$. It is 4.03, 4.27 and 4.73 eV for A, B and C. For a thin sheet, a known covered work function $W$ gives the shift as $x=W_G-W$. With spread graphene charge the relation is $W_G-W=x-e^2nw/\varepsilon_0$. For $w=0.04$ nm, contact A has $x=0.50$ eV but $W_G-W=0.37$ eV, and contact B has 0.24 and 0.21 eV. The simple rule therefore underestimates $|x|$ at strong doping.

## Finite temperature

With electrons and holes both present, the net density is

$$n=\int_0^\infty D(E)\left[f(E-x)-f(E+x)\right]dE,\qquad f(E)=\frac1{e^{E/k_BT}+1}. \tag{11}$$

For $|x|\gg k_BT$, the minority carriers are exponentially few, and the Sommerfeld expansion replaces $x^2$ in (3) by $x^2+\pi^2(k_BT)^2/3$. Linearizing the balance about the zero-temperature root gives

$$\delta x\simeq-\operatorname{sgn}(x)\frac{\pi^2(k_BT)^2/(3E_0)}{1+2|x|/E_0}.$$

At 300 K, $k_BT\simeq0.026$ eV, and $|x|$ falls by about 3 meV for B and 2 meV for A. Solving the balance with (11) gives the same reductions. The work functions, $\Delta_c$ and the gap were held fixed, so this is the occupation effect alone.

Near neutrality, $|x|\ll k_BT$, the behaviour is different. To first order in $x$ the bracket in (11) is $-2xf'(E)$, and integration by parts gives

$$\int_0^\infty E\,[-f'(E)]\,dE=\int_0^\infty f(E)\,dE=k_BT\ln2 .$$

Thus $n\simeq4\ln2\,k_BT\,x/[\pi(\hbar v)^2]$, and (5) becomes

$$x\simeq\frac{\Phi}{1+4\ln2\,k_BT/E_0}.$$

For the present $E_0$ at 300 K the slope is about 0.81, whereas (2) has slope 1 at neutrality. Thermally excited carriers provide a finite capacitance where the zero-temperature density of states vanishes. Close to the neutral point, code should solve (5) with (11) instead of using (2).

## Where the formula stops

Band curvature is a small correction here. With $a=0.246$ nm and $t=3.09$ eV, the honeycomb band holds 0.44% more charge at 0.5 eV than the cone. The extra states screen slightly better and reduce the shift for A by less than 1 meV. This comparison leaves out further hoppings, orbital overlap and interaction effects on $v$.

Strong bonding is a more serious limit. If hybridization with the metal opens a gap or removes the cone, (3) no longer describes the stored charge, and adjusting $\Delta_c$ cannot repair it. The balance (5) can still be solved with another $n(x)$, provided a graphene band with a definite reference energy remains.

The result also describes the covered area alone. Near the contact edge the charge varies along the sheet, and the planar step (4) must be replaced by a solution of Poisson's equation in the lateral and normal directions. The remaining values for the three contacts are in the numerical output.

## Computed results

```
Dirac velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
e^2/eps0 = 18.095 eV nm
graphene work function W_G = 4.50 eV
short-range step Delta_c = 0.90 eV
equilibrium gap = 0.33 nm, metal offset = 0.08 nm
centroid distance d = 0.25 nm
energy scale E0 = 0.3009 eV
neutral point W_G + Delta_c = 5.40 eV
gap capacitance = 3.542 uF/cm^2
Poisson test, n = 1.0e+13 cm^-2: integrated step 0.4524 eV, capacitor 0.4524 eV
lattice constant = 0.246 nm, hopping = 3.090 eV
lattice density excess over cone at 0.5 eV = 0.441 %
metal A: W_M = 4.20 eV, drive Phi = +1.20 eV
  shift x = +0.4690 eV, density n = +1.616e+13 cm^-2
  transfer step = +0.7310 eV, covered work function = 4.0310 eV
  quantum capacitance = 11.04 uF/cm^2, dx/dPhi = 0.2429
  dx/dd at fixed Phi = -0.7102 eV/nm
  shift with honeycomb band = +0.4683 eV
  shift at 300 K = +0.4672 eV
metal B: W_M = 5.00 eV, drive Phi = +0.40 eV
  shift x = +0.2277 eV, density n = +3.809e+12 cm^-2
  transfer step = +0.1723 eV, covered work function = 4.2723 eV
  quantum capacitance = 5.36 uF/cm^2, dx/dPhi = 0.3978
  dx/dd at fixed Phi = -0.2742 eV/nm
  shift with honeycomb band = +0.2276 eV
  shift at 300 K = +0.2248 eV
metal C: W_M = 5.80 eV, drive Phi = -0.40 eV
  shift x = -0.2277 eV, density n = -3.809e+12 cm^-2
  transfer step = -0.1723 eV, covered work function = 4.7277 eV
  quantum capacitance = 5.36 uF/cm^2, dx/dPhi = 0.3978
  dx/dd at fixed Phi = +0.2742 eV/nm
  shift with honeycomb band = -0.2276 eV
  shift at 300 K = -0.2248 eV
metal B without Delta_c: Phi = -0.50 eV, shift = -0.2656 eV
```
